# The Augmented Hessian Step in Closed-Shell Orbital Optimization, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

Hartree atomic units are used throughout, so energies are in hartree ($E_h$) and rotation angles in radians. All orbitals, vectors and matrices are real. For vectors $|x|$ is the Euclidean norm, and $\|H\|$ is the largest absolute eigenvalue of a symmetric matrix $H$.

Let $\phi_1,\dots,\phi_N$ be orthonormal spatial orbitals, of which the first $n_o$ are doubly occupied (indices $i,j$) and the other $n_v=N-n_o$ are virtual (indices $a,b$). Indices $p,q,r,s$ run over all orbitals. The ordered sets of $n_o$ orthonormal orbitals in the $N$-dimensional space form the Stiefel manifold. A closed-shell determinant does not change when the occupied orbitals are mixed among themselves by an orthogonal matrix, so its energy depends only on the subspace they span. These subspaces form the Grassmann manifold $\mathrm{Gr}(n_o,N)$, of dimension $n=n_on_v$. A point of it is fixed by the orthogonal projector $P$ on the occupied space. In the basis of the current orbitals the current point is

$$P_0=\begin{pmatrix}1&0\\0&0\end{pmatrix},$$

with the occupied block first.

Points near $P_0$ are reached by an orthogonal matrix $e^{K}$ with

$$K=\begin{pmatrix}0&-\kappa^{T}\\ \kappa&0\end{pmatrix},\qquad \phi_q'=\sum_p\phi_p\,(e^{K})_{pq},$$

where $\kappa$ is an $n_v\times n_o$ matrix. Since $K^T=-K$, we have $(e^K)^T=e^{-K}$, and the new orbitals are orthonormal. For a single pair, $\kappa_{ai}=\theta$ gives $\phi_i'=\cos\theta\,\phi_i+\sin\theta\,\phi_a$, which fixes the sign convention. The occupied-occupied and virtual-virtual blocks of $K$ are set to zero, because on their own they leave $P_0$ unchanged. The $n$ numbers $\kappa_{ai}$ are collected in a vector $x$, with $|x|^2=\sum_{ai}\kappa_{ai}^2$. If the occupied and virtual orbitals are first mixed among themselves by orthogonal matrices $U_o$ and $U_v$, then $\kappa\to U_v^T\kappa U_o$, and the sum of squares is unchanged. The length $|x|$ is therefore a property of the move on the Grassmann manifold.

The energy as a function of $x$ is written $E(x)$, with gradient $g$ and Hessian $H$ at $x=0$. The quadratic model is

$$m(x)=g^Tx+\tfrac12x^THx,\qquad E(x)=E(0)+m(x)+O(|x|^3).$$

The spectral data of $H$ are

$$H=\sum_{k=1}^n\lambda_ku_ku_k^T,\qquad \lambda_1\le\lambda_2\le\dots\le\lambda_n,\qquad \gamma_k=u_k^Tg .$$

When $\lambda_1$ is degenerate, $u_1$ is chosen along the projection of $g$ on the $\lambda_1$ eigenspace, if that projection is not zero. Then $\gamma_1=0$ means that $g$ has no component in the lowest eigenspace at all. A primed sum $\sum'$ runs over those $k$ with $\lambda_k>\lambda_1$.

The augmented Hessian is the symmetric $(n+1)\times(n+1)$ matrix

$$A(\alpha)=\begin{pmatrix}0&\alpha g^T\\ \alpha g&H\end{pmatrix},\qquad \alpha>0 .$$

Because $x$ is dimensionless, $g$ and $H$ both carry the unit of energy, and $\alpha$ is a pure number. The lowest eigenvalue of $A$ is called $\mu$, and an eigenvector is written $v=(v_0,w)$ with $v_0$ a number and $w\in\mathbb R^n$. Unless stated otherwise, $g\neq0$.

## 2. Gradient and Hessian of the closed-shell energy

With one-electron integrals $h_{pq}$ and two-electron integrals $(pq|rs)$ in chemists' order, the electronic energy of the determinant with projector $P$ is

$$E=2\,\mathrm{tr}(hP)+\mathrm{tr}(P\,G[P]),\qquad G[X]_{pq}=\sum_{rs}X_{rs}\,[\,2(pq|rs)-(pr|qs)\,].$$

The integrals obey $(pq|rs)=(rs|pq)=(qp|rs)$, so for symmetric $X$ and $Y$ we have $\mathrm{tr}(X\,G[Y])=\mathrm{tr}(Y\,G[X])$. Setting $P=P_0+\delta$, the two cross terms are then equal, and

$$E=E(0)+2\,\mathrm{tr}(F\delta)+\mathrm{tr}(\delta\,G[\delta]),\qquad F=h+G[P_0].$$

This is exact, and $F$ is the Fock matrix at the current point.

The new occupied orbitals are the first $n_o$ columns of $e^K$, so $P=e^KP_0e^{-K}$. Multiplying $(1+K+\tfrac12K^2)\,P_0\,(1-K+\tfrac12K^2)$ out to second order gives $\delta=\delta_1+\delta_2+O(\kappa^3)$ with

$$\delta_1=KP_0-P_0K,\qquad \delta_2=\tfrac12K^2P_0-KP_0K+\tfrac12P_0K^2 .$$

The block products are

$$KP_0=\begin{pmatrix}0&0\\ \kappa&0\end{pmatrix},\quad P_0K=\begin{pmatrix}0&-\kappa^T\\0&0\end{pmatrix},\quad K^2=\begin{pmatrix}-\kappa^T\kappa&0\\0&-\kappa\kappa^T\end{pmatrix},$$

$$K^2P_0=P_0K^2=\begin{pmatrix}-\kappa^T\kappa&0\\0&0\end{pmatrix},\qquad KP_0K=\begin{pmatrix}0&0\\0&-\kappa\kappa^T\end{pmatrix}.$$

Hence

$$\delta_1=\begin{pmatrix}0&\kappa^T\\ \kappa&0\end{pmatrix},\qquad \delta_2=\begin{pmatrix}-\kappa^T\kappa&0\\0&\kappa\kappa^T\end{pmatrix}.$$

The first-order term of the energy is $2\,\mathrm{tr}(F\delta_1)$. Each $\kappa_{ai}$ stands twice in $\delta_1$, at positions $(a,i)$ and $(i,a)$, and $F$ is symmetric, so $2\,\mathrm{tr}(F\delta_1)=4\sum_{ai}F_{ai}\kappa_{ai}$ and

$$g_{ai}=4F_{ai}.$$

The second-order term has two parts. The first is

$$2\,\mathrm{tr}(F\delta_2)=2\sum_{abi}F_{ab}\,\kappa_{ai}\kappa_{bi}-2\sum_{aij}F_{ij}\,\kappa_{ai}\kappa_{aj}.$$

The second is $\mathrm{tr}(\delta_1G[\delta_1])=\sum_{pqrs}(\delta_1)_{pq}(\delta_1)_{rs}[2(pq|rs)-(pr|qs)]$. For the product $\kappa_{ai}\kappa_{bj}$ the pair $(p,q)$ is $(a,i)$ or $(i,a)$ and the pair $(r,s)$ is $(b,j)$ or $(j,b)$, four placements in all. In the Coulomb term all four give $(ai|bj)$, which yields $2\cdot4\,(ai|bj)$. In the exchange term $(pr|qs)$ they give $(ab|ij)$, $(aj|ib)$, $(ib|aj)$ and $(ij|ab)$, whose sum is $2(ab|ij)+2(aj|bi)$. Therefore

$$\mathrm{tr}(\delta_1G[\delta_1])=\sum_{aibj}\kappa_{ai}\kappa_{bj}\,[\,8(ai|bj)-2(ab|ij)-2(aj|bi)\,].$$

The two parts together must equal $\tfrac12x^THx$. Their coefficient matrix is already symmetric under $ai\leftrightarrow bj$, so $H$ is twice that matrix:

$$H_{ai,bj}=4\,[\,\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+4(ai|bj)-(ab|ij)-(aj|bi)\,].$$

Nothing here assumed $F_{ai}=0$, so the formulas hold at any point. The diagonal starts with $4(F_{aa}-F_{ii})$. When the occupied space contains a high-lying orbital and the virtual space a low-lying one, this difference can be negative. The full diagonal element is $4[F_{aa}-F_{ii}+3(ai|ai)-(aa|ii)]$, and whenever it is negative, $H$ has a negative eigenvalue.

From here on only three facts are used: $g$ is a vector, $H$ is a symmetric matrix, and $E(x)$ is smooth. For a functional that depends on the individual occupied orbitals as well as on the space they span, the manifold is the Stiefel manifold, $K$ also gets an occupied-occupied block, and the algebra of the augmented Hessian below holds with the larger $x$. Orbital localization within a fixed occupied space is a different case: there only the occupied-occupied block is kept.

## 3. Why the Newton step is not enough

If $H$ is invertible, the model has the stationary point $x_N=-H^{-1}g$. The slope of the true energy along it is

$$\frac{d}{dt}E(tx_N)\Big|_{t=0}=g^Tx_N=-\sum_k\frac{\gamma_k^2}{\lambda_k}.$$

Every negative $\lambda_k$ with $\gamma_k\neq0$ contributes a positive term, so the sign is not fixed. Along a direction of negative curvature the Newton step climbs to the maximum of the parabola. A level shift replaces $H$ by $H-\mu$ (short for $H-\mu\mathbb 1$), and the slope becomes $-\sum_k\gamma_k^2/(\lambda_k-\mu)$, which is negative whenever $\mu<\lambda_1$. The task is to find such a $\mu$ without first computing $\lambda_1$.

## 4. Origin of the bordered matrix

Take the vector $v=(1,\alpha y)$ with any $y\in\mathbb R^n$. Then $Av=(\alpha^2g^Ty,\ \alpha g+\alpha Hy)$, and

$$v^TAv=\alpha^2g^Ty+\alpha^2y^Tg+\alpha^2y^THy=2\alpha^2m(y),\qquad v^Tv=1+\alpha^2|y|^2 .$$

The Rayleigh quotient of $A$ is thus

$$\frac{v^TAv}{v^Tv}=2\alpha^2\,\frac{m(y)}{1+\alpha^2|y|^2}.$$

The function $m(y)/(1+\alpha^2|y|^2)$ equals $m(y)\,(1-\alpha^2|y|^2+\dots)$. Since $m$ starts at first order, the correction starts at third order, and the rational function has the same gradient and Hessian at the origin as $E$. Unlike $m$, which is unbounded below for indefinite $H$, it is always bounded below, by $\mu/(2\alpha^2)$, because a Rayleigh quotient never falls below the lowest eigenvalue. Minimizing it means finding the lowest eigenvector of $A$ and scaling it to first component 1, which is possible when $v_0\neq0$.

## 5. The statement

The claim that the lowest root always lies below $\lambda_1$ and always gives a downhill step needs two qualifications. The true statement, for $g\ne0$, is the following.

(a) $\mu<0$ and $\mu\le\lambda_1$.

(b) If $\gamma_1\neq0$, then $\mu<\lambda_1$. If $\gamma_1=0$, define $L=\lambda_1+\alpha^2\sum_k'\gamma_k^2/(\lambda_k-\lambda_1)$; then $\mu<\lambda_1$ if and only if $L>0$, which is always so for $\lambda_1\ge0$. If $L<0$, every lowest eigenvector has $v_0=0$ and defines no step. This is the hard case.

(c) If $\mu<\lambda_1$, then $\mu$ is simple, its eigenvector is proportional to $(1,\alpha x)$, and
$$(H-\mu)x=-g,\qquad g^Tx=\mu/\alpha^2<0,\qquad m(x)=\tfrac12\mu\,(\alpha^{-2}+|x|^2)<0 .$$
Moreover $x$ minimizes $m$ over the ball $|y|\le|x|$.

(d) The step is downhill in the sense that $E(tx)<E(0)$ for small $t>0$ and that the model falls. The true energy after the full step, $E(x)$, can be higher than $E(0)$. It is lower once $\alpha$ is large enough.

## 6. The eigenvalue equations

For any eigenvalue $\nu$ of $A$, the equation $Av=\nu v$ has a first row and $n$ further rows:

$$\alpha\,g^Tw=\nu\,v_0,\qquad \alpha\,g\,v_0+Hw=\nu\,w .$$

If $v_0=0$, then $w\neq0$, and the equations read $g^Tw=0$ and $Hw=\nu w$: $\nu$ is an eigenvalue of $H$ with an eigenvector orthogonal to $g$. In particular $v_0=0$ is impossible when $\nu<\lambda_1$.

If $v_0\ne0$, define $x=w/(\alpha v_0)$. Dividing the first equation by $v_0$ and the second by $\alpha v_0$ gives

$$\alpha^2g^Tx=\nu,\qquad (H-\nu)\,x=-g. \tag{1}$$

The second relation is a level-shifted Newton equation, and the first fixes the shift. The definition of $x$ does not depend on the sign or normalization of $v$. For a unit vector, $1=v_0^2(1+\alpha^2|x|^2)$, so $|v_0|=(1+\alpha^2|x|^2)^{-1/2}$, and a small $|v_0|$ signals a step that is long compared with $1/\alpha$.

## 7. Bounds on the lowest root

The variational principle says $\mu\le v^TAv/v^Tv$ for every $v\neq0$. Three trial spaces are useful.

For $v=(0,u_1)$ we get $v^TAv=u_1^THu_1=\lambda_1$ and $v^Tv=1$, so $\mu\le\lambda_1$.

For $v=(1,-tg)$ with $t>0$ we get $v^TAv=-2\alpha t|g|^2+t^2g^THg$. The linear term is negative because $g\ne0$, and it dominates for small $t$. Hence $\mu<0$. This proves (a).

In the plane spanned by the orthonormal vectors $(1,0)$ and $(0,u_1)$, the matrix of $A$ has elements $0$, $\alpha\gamma_1$, $\alpha\gamma_1$, $\lambda_1$. Its eigenvalues solve $\nu^2-\lambda_1\nu-\alpha^2\gamma_1^2=0$, and the lower one is the smallest Rayleigh quotient in the plane, so

$$\mu\le\tfrac12\Big[\lambda_1-\sqrt{\lambda_1^2+4\alpha^2\gamma_1^2}\Big]. \tag{2}$$

For $\gamma_1\neq0$ the square root exceeds $|\lambda_1|$, and $\tfrac12(\lambda_1-|\lambda_1|)=\min(\lambda_1,0)$. So $\mu<\min(\lambda_1,0)$ strictly, which is the first part of (b).

A lower bound follows from the quadratic form itself. For a unit vector $v$, $v^TAv=2\alpha v_0\,g^Tw+w^THw$. The Cauchy–Schwarz inequality and $2|v_0||w|\le v_0^2+|w|^2=1$ give $2\alpha v_0\,g^Tw\ge-\alpha|g|$. Also $w^THw\ge\lambda_1|w|^2\ge\min(\lambda_1,0)$, because $|w|\le1$. Thus

$$\mu\ge\min(\lambda_1,0)-\alpha|g|. \tag{3}$$

At most one eigenvalue of $A$, counted with multiplicity, lies below $\lambda_1$. Suppose there were two orthonormal eigenvectors with eigenvalues below $\lambda_1$. Every vector in their plane would have a Rayleigh quotient below $\lambda_1$, being a weighted mean of the two eigenvalues. One condition on two coefficients can always be met, so the plane contains a nonzero vector of the form $(0,w)$, whose quotient is $w^THw/|w|^2\ge\lambda_1$. This is a contradiction. Hence a root $\mu<\lambda_1$ is simple, and the second root of $A$ is at least $\lambda_1$.

## 8. The secular equation and the hard case

For $\nu<\lambda_1$ the matrix $H-\nu$ is positive definite, and the second relation of (1) has the solution

$$x(\nu)=-\sum_k\frac{\gamma_k}{\lambda_k-\nu}\,u_k,\qquad g^Tx(\nu)=-\sum_k\frac{\gamma_k^2}{\lambda_k-\nu}.$$

Inserting this in the first relation gives the secular equation

$$f(\nu)\equiv\nu+\alpha^2\sum_k\frac{\gamma_k^2}{\lambda_k-\nu}=0 .$$

An eigenvalue below $\lambda_1$ has $v_0\neq0$ and so is a root of $f$. Conversely, a root $\nu<\lambda_1$ makes $(1,\alpha x(\nu))$ an eigenvector. On $(-\infty,\lambda_1)$ the function is continuous, tends to $-\infty$ as $\nu\to-\infty$ since the sum vanishes there, and has the derivative

$$f'(\nu)=1+\alpha^2\sum_k\frac{\gamma_k^2}{(\lambda_k-\nu)^2}=1+\alpha^2|x(\nu)|^2>0 .$$

An increasing function that starts at $-\infty$ has a root in the open interval if and only if its limit at the upper end is positive. For $\gamma_1\ne0$ the term $\gamma_1^2/(\lambda_1-\nu)$ makes that limit $+\infty$. For $\gamma_1=0$ all terms of the lowest eigenspace are absent, and the limit is $L$. If $\lambda_1\ge0$, then $L>0$, since $g\ne0$ makes the primed sum positive.

Now let $\gamma_1=0$ and $L\le0$. There is no eigenvalue below $\lambda_1$, and $\mu\le\lambda_1$, so $\mu=\lambda_1$. Write $w_k=u_k^Tw$. For $\lambda_k>\lambda_1$ the lower rows give $w_k=-\alpha\gamma_kv_0/(\lambda_k-\lambda_1)$. The components in the lowest eigenspace are free and do not enter the first row, which becomes $-\alpha^2v_0\sum'_k\gamma_k^2/(\lambda_k-\lambda_1)=\lambda_1v_0$, that is $L\,v_0=0$. For $L<0$ this forces $v_0=0$. For $L=0$ the lowest root is degenerate: $(0,u_1)$ is an eigenvector, and so is a vector with $v_0\neq0$. This completes (b). Since $L$ grows with $\alpha$, the hard case ends at the threshold

$$\alpha_c^2=\frac{-\lambda_1}{\sum_k'\gamma_k^2/(\lambda_k-\lambda_1)} .$$

The smallest example is $H=\mathrm{diag}(-1,2)\,E_h$ with $g=(0,1)\,E_h$. The direction $u_1$ decouples and gives the root $-1$. The rest is the $2\times2$ problem $\nu^2-2\nu-\alpha^2=0$ with roots $1\pm\sqrt{1+\alpha^2}$. For $\alpha=1$ the three roots are $-1$, $1-\sqrt2=-0.414214$ and $1+\sqrt2=2.414214$, and the lowest has $v_0=0$. Here $L=-1+\alpha^2/3$, so $\alpha_c=\sqrt3=1.732051$. For $\alpha=2$ the lowest root is $\mu=1-\sqrt5=-1.236068\,E_h$, and the step is $x=(0,-1/(2+1.236068))=(0,-0.309017)$.

The condition $\gamma_1=0$ arises from symmetry. If the current determinant is invariant under a point group, $g$ is totally symmetric, and every eigenvector of $H$ that belongs to another representation is orthogonal to it. If the lowest eigenvalue of $H$ belongs to a symmetry-breaking instability, then $\gamma_1=0$ exactly. As a symmetric iteration approaches a saddle point of this kind, $g\to0$ and $L\to\lambda_1<0$, so at fixed $\alpha$ the hard case must set in. At $g=0$ itself $A$ is block diagonal with lowest root $\min(0,\lambda_1)$, and a negative root with $v_0=0$ identifies the direction $u_1$ along which the energy falls at second order.

In floating-point work round-off usually leaves $\gamma_1$ small but not zero. With $L<0$ the secular equation reads $\alpha^2\gamma_1^2/(\lambda_1-\mu)=-\mu-\alpha^2\sum'_k\gamma_k^2/(\lambda_k-\mu)$, whose right side tends to $|L|$ as $\mu\to\lambda_1$. So $\lambda_1-\mu\approx\alpha^2\gamma_1^2/|L|$, and the component of the step along $u_1$ has the size $|\gamma_1|/(\lambda_1-\mu)\approx|L|/(\alpha^2|\gamma_1|)$. It is very large, and dividing by $v_0$ without inspecting it produces a meaningless rotation.

## 9. Descent of the energy and of the model

Let $\mu<\lambda_1$ and $x=x(\mu)$. The slope of the true energy along $x$ is $g^Tx$, and there are two expressions for it:

$$g^Tx=-g^T(H-\mu)^{-1}g=\frac{\mu}{\alpha^2}.$$

The first is negative because $H-\mu$ is positive definite, the second because $\mu<0$. By the definition of the derivative, $E(tx)<E(0)$ for all sufficiently small $t>0$.

For the model value, multiply $(H-\mu)x=-g$ from the left by $x^T$, which gives $x^THx=\mu|x|^2-g^Tx$. Then

$$m(x)=g^Tx+\tfrac12\big(\mu|x|^2-g^Tx\big)=\tfrac12g^Tx+\tfrac12\mu|x|^2=\tfrac12\mu\,\big(\alpha^{-2}+|x|^2\big)<0. \tag{4}$$

This agrees with section 4, where $2\alpha^2m(x)/(1+\alpha^2|x|^2)$ must equal $\mu$.

The relations (1) hold also for every higher root whose eigenvector has $v_0\neq0$, so the slope of the step from a root $\nu$ is $\nu/\alpha^2$. A positive root gives an uphill step. A higher root that is negative gives a negative slope, but it lies at or above $\lambda_1$, so $H-\nu$ is not positive definite and the minimum property of the next section is lost.

## 10. The step solves a trust-region problem

Put $B=H-\mu$, so that $g=-Bx$ and $H=B+\mu$. For any $y$,

$$m(y)=-x^TBy+\tfrac12y^TBy+\tfrac12\mu|y|^2 .$$

Since $\tfrac12(y-x)^TB(y-x)=\tfrac12y^TBy-x^TBy+\tfrac12x^TBx$, this is

$$m(y)=\tfrac12(y-x)^TB(y-x)-\tfrac12x^TBx+\tfrac12\mu|y|^2 .$$

At $y=x$ the first term vanishes, and subtraction gives

$$m(y)-m(x)=\tfrac12(y-x)^TB(y-x)+\tfrac12\mu\,\big(|y|^2-|x|^2\big).$$

The first term is positive for $y\neq x$. The second is a product of $\mu<0$ and a factor that is not positive when $|y|\le|x|$. Hence $x$ is the unique minimizer of $m$ in the ball of radius $|x|$, and $\mu$ is the Lagrange multiplier of the constraint on the length. This completes (c).

The argument needs only $Bx=-g$, $B$ positive semidefinite and $\mu\le0$ if uniqueness is given up. That supplies the cure for the hard case. Take $\mu=\lambda_1<0$ and $x=-\sum'_k\gamma_ku_k/(\lambda_k-\lambda_1)+\tau u_1$. Because $Bu_1=0$, the equation $Bx=-g$ holds for every $\tau$, and $\tau$ is chosen, with either sign, to give any desired length at or above that of the primed sum alone. Shorter lengths need no cure, since they are reached by the ordinary step with $\alpha>\alpha_c$. In the example of section 8 the steps obtained for $\alpha>\sqrt3$ have length $1/(2-\mu)<1/3$, and for a radius $R>1/3$ the minimizers are $x=(\pm\sqrt{R^2-1/9},\,-1/3)$.

This part has shown that, whenever the lowest root $\mu$ lies below $\lambda_1$, its step is initially downhill and minimizes the quadratic model within its own length, and it has identified the hard case in which no step is defined. What remains is how $\alpha$ controls the step length, when the full step lowers the true energy, how the method converges near a minimum, and a worked example for F$^-$.
